# Reflectance anisotropy from slab polarizabilities and the leak of bulk critical points, part 1

(Sections cited here and not found follow in the second part.)

## Two derivations of the anisotropy formula

A model crystal with a cubic bulk and an anisotropic top layer reflects light polarized along \(x\) slightly better than light polarized along \(y\) at the two photon energies considered here. At 2.3 eV, below the bulk gap of 2.6 eV, the surface absorbs: its excess polarizability for \(x\) over \(y\), a complex length \(\Delta\), has the imaginary part \(+25.1\) Å, and the relative reflectance difference is \(+0.0145\). At 4.2 eV, a saddle point of the bulk band, the imaginary part of \(\Delta\) is \(-4.5\) Å, small and of the opposite sign. The reflectance difference there is \(+0.0173\), larger than before and still positive. The signal is therefore no copy of the anisotropic surface absorption, and the factor responsible is the bulk quantity \(1/(\varepsilon_b-1)\).

### Setting

The algebra is in Gaussian atomic units; numbers are in eV and Å. Fields vary as \(e^{-i\omega t}\), so absorption means \(\operatorname{Im}\varepsilon>0\), and \(k=\omega/c\). Light falls normally on the crystal from the vacuum at negative \(z\). The surface has mirror planes normal to \(x\) and to \(y\), so a field along \(x\) induces no laterally averaged polarization along \(y\) or \(z\), and each polarization is a scalar problem. For a tangential field \(F(z)\) and displacement \(\mathcal D(z)\), Faraday's and Ampère's laws give \(\nabla\times\nabla\times\mathbf F=k^2\boldsymbol{\mathcal D}\). A field that depends on \(z\) alone and has no \(z\) component has \(\nabla\times\nabla\times\mathbf F=-\mathbf F''\), with primes for \(d/dz\). The linear response may be nonlocal in depth, so
\[ F''(z)+k^2\int\varepsilon(z,z')F(z')\,dz'=0 . \]
The kernel is split into an abrupt reference and a surface excess,
\[ \varepsilon(z,z')=\varepsilon_0(z)\,\delta(z-z')+\varepsilon_s(z,z'), \]
where \(\varepsilon_0=1\) for \(z<0\) and \(\varepsilon_0=\varepsilon_b\) for \(z>0\). The bulk is local and optically isotropic, so \(\varepsilon_b\) is the same for both polarizations. The excess \(\varepsilon_s\) differs between \(x\) and \(y\) and vanishes unless \(|z|,|z'|<D\). The plane \(z=0\) is the dividing plane. The abbreviations are
\[ \chi=\varepsilon_b-1,\qquad n=\sqrt{\varepsilon_b}\ \ (\operatorname{Im}n>0),\qquad \sigma=\iint\varepsilon_s\,dz\,dz' . \]
The kernel has the dimension of an inverse length, so \(\sigma\) is a length. The anisotropy is \(\Delta=\sigma_x-\sigma_y\), and the measured quantities are taken in symmetric form,
\[ \frac{\Delta r}{r}=\frac{2(r_x-r_y)}{r_x+r_y},\qquad \frac{\Delta R}{R}=\frac{2(R_x-R_y)}{R_x+R_y},\qquad R=|r|^2 . \]
With \(\Lambda=\ln(r_x/r_y)\), division of numerator and denominator by \(\sqrt{r_xr_y}\) gives \(\Delta r/r=2\tanh(\Lambda/2)\). Since \(R_x/R_y=e^{2\operatorname{Re}\Lambda}\), the same step gives \(\Delta R/R=2\tanh(\operatorname{Re}\Lambda)\). Up to terms cubic in \(\Lambda\), then, \(\Delta r/r=\Lambda\) and \(\Delta R/R=2\operatorname{Re}\Lambda\).

### First derivation: a Wronskian identity

The reference solution, for \(\varepsilon_s=0\), is \(F_0=e^{ikz}+r_0e^{-ikz}\) for \(z<0\) and \(F_0=\tau_0e^{iknz}\) for \(z>0\). Continuity of \(F_0\) and \(F_0'\) at \(z=0\) reads \(1+r_0=\tau_0\) and \(1-r_0=n\tau_0\). The sum gives \(\tau_0=2/(1+n)\), and then \(r_0=\tau_0-1=(1-n)/(1+n)\).

Let \(F\) solve the full equation with the same incident wave, and set \(W=F_0F'-F_0'F\). The products \(F_0'F'\) cancel in the derivative, and the terms \(k^2\varepsilon_0F_0F\) cancel between the two wave equations:
\[ W'=F_0F''-F_0''F=-k^2F_0(z)\int\varepsilon_s(z,z')F(z')\,dz' . \]
For \(z>D\) both fields are proportional to \(e^{iknz}\), so \(W=0\). For \(z<-D\) the true field is \(e_++re_-\) with \(e_\pm=e^{\pm ikz}\), and \(e_+e_-=1\) gives
\[ \frac{W}{ik}=(e_++r_0e_-)(e_+-re_-)-(e_+-r_0e_-)(e_++re_-)=2(r_0-r), \]
because the terms \(e_+^2\) and \(r_0re_-^2\) cancel and the cross terms add. Integration of \(W'\) from \(-D\) to \(D\) yields \(0-2ik(r_0-r)=-k^2\iint F_0\varepsilon_sF\). Division by \(2ik\), with \(-k^2/(2ik)=ik/2\), gives
\[ r-r_0=\frac{ik}{2}\iint F_0(z)\,\varepsilon_s(z,z')\,F(z')\,dz\,dz' . \]
No approximation has entered, and no symmetry of the kernel has been used.

Two replacements turn this into a formula. The first concerns \(F_0\). Its value and slope are continuous at the origin, where the slope is \(ikn\tau_0\), so \(F_0=\tau_0[1+iknz+\dots]\) on both sides, and \(F_0\to\tau_0\) costs a relative error of order \(k|n|D\). The second concerns \(F-F_0\), the field radiated by the excess polarization. A thin source at the origin makes \(F'\) jump by \(-k^2\sigma F\). It radiates \(be^{-ikz}\) to the left and \(be^{iknz}\) to the right, for which the jump is \(ik(n+1)b\). Hence \(b/F=ik\sigma/(1+n)\), and \(F\to F_0\) costs a relative error \(k|\sigma|/|1+n|\). For an excess no stronger than the bulk response, \(|\sigma|\lesssim|\chi|D=|n-1||n+1|D\), this error is at most of order \(k|n-1|D\), which is again \(k|n|D\) for \(|n|\gtrsim1\) and \(kD\) for \(|n|\ll1\). To leading order \(r-r_0=(ik/2)\tau_0^2\sigma\). The relative change needs
\[ \frac{\tau_0^2}{r_0}=\frac{4}{(1+n)^2}\,\frac{1+n}{1-n}=\frac{4}{1-n^2}=-\frac4\chi . \]
This is the origin of the denominator. The factor \(\tau_0^2\) carries the field into the surface and the radiated wave out, and \(r_0\) is the bulk reflection with which that wave interferes. So \((r-r_0)/r_0=-2ik\sigma/\chi\) for each polarization. To first order \(\Lambda\) is the difference of the two, and \(2\operatorname{Re}(-2ikX)=4k\operatorname{Im}X\) for real \(k\):
\[ \frac{\Delta r}{r}=-2ik\,\frac{\Delta}{\varepsilon_b-1},\qquad \frac{\Delta R}{R}=4k\operatorname{Im}\frac{\Delta}{\varepsilon_b-1}. \]
The expansion of the logarithm needs \(k|\sigma|\ll|\chi|\). It fails near a frequency where \(\varepsilon_b\) approaches 1, since \(r_0\) then vanishes and the surface supplies the reflection.

### From a slab to \(\Delta\)

The quantity \(\sigma\) is the excess dipole per area, times \(4\pi\), induced by a uniform tangential field of unit strength. A slab calculation delivers such a dipole. Take \(N\) layers of spacing \(a\), place dividing planes a distance \(Na\) apart, and apply a field uniform in \(z\). The polarization is \(4\pi P(z)=\int[\varepsilon(z,z')-\delta(z-z')]F\,dz'\). If the slab is so thick that the excess kernels of the two faces do not overlap, its kernel is the bulk value between the planes plus the two excesses, and the dipole per area per unit field obeys
\[ 4\pi\alpha^{\rm slab}=Na\chi+\sigma^{\rm front}+\sigma^{\rm back}. \]
For equivalent faces with parallel axes the two excesses are equal, and the half-slab polarizability \(\alpha^{hs}=\alpha^{\rm slab}/2\) satisfies \(4\pi\alpha^{hs}=\tfrac12Na\chi+\sigma\). The bulk term is isotropic and drops out of the difference:
\[ \Delta=4\pi\left(\alpha^{hs}_{xx}-\alpha^{hs}_{yy}\right),\qquad \frac{\Delta R}{R}=\frac{16\pi\omega}{c}\operatorname{Im}\frac{\alpha^{hs}_{xx}-\alpha^{hs}_{yy}}{\varepsilon_b-1}. \]
If the back face is the front face turned by a right angle, then \(\sigma^{\rm back}_x=\sigma^{\rm front}_y\) and conversely, the slab totals for \(x\) and \(y\) coincide, and the slab shows no anisotropy although each face has one. The numerator comes from the slab and the denominator from a separate bulk calculation, and the cancellation of the interior presupposes that the slab interior has become bulk.

In a periodic supercell of length \(L\) with \(k|n|L\ll1\) the tangential field is uniform to leading order, because \(F''\) is of order \(k^2\). The cell average of the displacement is then \(\varepsilon_{sc}F\) with \(\varepsilon_{sc}=1+4\pi\alpha^{\rm slab}/L\), so \(4\pi\alpha^{hs}=L(\varepsilon_{sc}-1)/2\). This was tested in the model by taking \(\varepsilon_{sc}\) from the Bloch wavevector of light in the periodic stack. At the physical wavevector the cell below has \(k|n|L\approx1.6\), so the long-wave regime was reached by reducing \(k\) by hand by a factor of 100 at fixed response. For \(N=30\), \(L=180\) Å and \(x\) polarization at 4.2 eV the Bloch wave gives \(\varepsilon_{sc}=5.6353+6.5792i\), and \(90\ \text{Å}\times(4.6353+6.5792i)=(417.18+592.13i)\) Å equals the half-slab value. With \(a=3\) Å and \(\chi=10.2826+13.3177i\) the bulk part is \(45\ \text{Å}\times\chi=(462.7+599.3i)\) Å, which leaves \(\sigma_x\approx(-45.5-7.2i)\) Å. The surface part is an order of magnitude below the total from which it is extracted.

### Second derivation: the flow of the admittance

The second road follows one number from the bulk out to the vacuum. It needs a local profile, \(\varepsilon(z,z')=\varepsilon(z)\delta(z-z')\). The origin is now placed in front of all matter, so that \(\varepsilon(z)=\varepsilon_b+\varepsilon_s(z)\) for \(z>0\), with \(\varepsilon_s=-\chi\) in any stretch of vacuum and \(\varepsilon_s=0\) for \(z>D\). A move of the origin through vacuum multiplies \(r_x\) and \(r_y\) by the same phase and leaves \(\Lambda\) unchanged. Define the admittance \(y(z)=F'/(ikF)\), proportional to the ratio of the tangential magnetic and electric fields. The quotient rule and \(F''=-k^2\varepsilon F\) give
\[ y'=\frac{F''}{ikF}-\frac{F'^2}{ikF^2}=ik\left(\varepsilon-y^2\right), \]
since \(-k^2/(ik)=ik\) and \(F'^2/F^2=-k^2y^2\). In the bulk the decaying wave has \(y=n\), a fixed point of this Riccati equation. At the origin \(F=1+r\) and \(F'=ik(1-r)\), so \(y(0)=(1-r)/(1+r)\) and \(r=(1-y(0))/(1+y(0))\).

Write \(y=n+v\). Then \(\varepsilon-y^2=\varepsilon_s-2nv-v^2\), and integration from \(z\) to \(D\), where \(v=0\), gives
\[ v(z)=-ik\int_z^D\left(\varepsilon_s-2nv-v^2\right)dz' . \]
The first iterate is \(v_1(z)=-ik\int_z^D\varepsilon_s\), with \(v_1(0)=-ik\sigma\). Inserted into the linear term it adds \(2ikn\int_0^Dv_1\,dz=2k^2n\int_0^Ddz\int_z^D\varepsilon_s(z')\,dz'\). Exchange of the order of integration turns the double integral into the first moment \(\mu=\int z\,\varepsilon_s\,dz\). The term \(v^2\) starts at order \(k^3\). Through second order,
\[ v(0)=-ik\sigma+2k^2n\mu=-ik\left(\sigma+2ikn\mu\right). \]
The logarithm \(\ln r=\ln(1-y)-\ln(1+y)\) has the derivatives
\[ \frac{d\ln r}{dy}=-\frac1{1-y}-\frac1{1+y}=\frac{2}{y^2-1},\qquad \frac{d^2\ln r}{dy^2}=-\frac{4y}{(y^2-1)^2}. \]
At \(y=n\) they are \(2/\chi\) and \(-4n/\chi^2\). The denominator appears here as the logarithmic sensitivity of the Fresnel amplitude to the admittance. Taylor expansion for both polarizations gives
\[ \Lambda=\frac2\chi(v_x-v_y)-\frac{2n}{\chi^2}(v_x-v_y)(v_x+v_y). \]
With \(v_x-v_y=-ik(\Delta+2ikn\,\Delta\mu)\), \(\Delta\mu=\mu_x-\mu_y\), and \(v_x+v_y=-ik(\sigma_x+\sigma_y)\) in the second term,
\[ \Lambda=-2ik\frac\Delta\chi\left[1+ikn\left(\frac{2\Delta\mu}{\Delta}+\frac{\sigma_x+\sigma_y}{\chi}\right)+O(k^2)\right]. \]
The leading term is the result of the first derivation. The bracket states the error. It does not depend on the origin: moving the origin a further length \(b\) into the vacuum adds \(-\chi b\) to each \(\sigma\), which changes the second term by \(-2b\), and it adds \(b\Delta\) to \(\Delta\mu\), which changes the first by \(+2b\).

For a crystal treated as a stack of polarizable sheets the flow becomes a recursion. Sheet \(l\) contributes \(s_l\delta(z-z_l)\) to \(\varepsilon-1\), with spacing \(a\). Between sheets the field is a vacuum wave, \(F(z_l\pm a)=F_l\cos ka\pm F'_\pm\sin(ka)/k\), where \(F'_\pm\) are the slopes on either side of the sheet, and \(F'_+-F'_-=-k^2s_lF_l\). The sum of the two relations is
\[ F_{l+1}+F_{l-1}=\left[2\cos ka-k\sin(ka)\,s_l\right]F_l . \]
In the bulk \(s_l=a\chi\) and \(F_{l+1}=\lambda F_l\), with \(\lambda+1/\lambda\) equal to the bracket and \(|\lambda|<1\). For \(\lambda=e^{iKa}\), expansion to second order gives \(K^2=k^2(1+\chi)\). In a cell centred on a bulk sheet, the sheet minus the continuum value \(\chi\) has zero integral and zero first moment, so the stack acts as a continuum that begins \(a/2\) in front of its first sheet, up to relative order \((kna)^2\). Running the ratio \(F_{l+1}/F_l\) outward from \(\lambda\) gives \(r\) with no expansion in \(k\). This is called the full solution below and is labelled "exact" in the numerical output; it solves the wave equation for given \(s_l\) and inherits every omission of the model that supplies them.

Over 1.5 to 8 eV the largest deviation of the formula from the full solution, relative to the largest modulus of the formula in that range, is 0.038 for \(\Delta r/r\) and 0.037 for \(\Delta R/R\) on a grid of step 0.05 eV; a step of 0.005 eV raises the first to 0.039 and leaves the second at 0.037. The bracket predicts a deviation linear in \(k\) at fixed response. This was tested by reducing \(k\) by hand: the deviation of \(\Delta r/r\) is 0.00246 at \(k/16\) and 0.00123 at \(k/32\).

### What each derivation assumes

Both take normal incidence, principal axes fixed by symmetry, a local isotropic bulk with a single decaying wave, and a surface region thin against the wavelength in the solid. Both need \(\varepsilon_b\) away from 1.

The Wronskian identity holds for any kernel of finite range. It shows that the double integral of \(\varepsilon_s(z,z')\) enters, including the response of one depth to the field at another. This is the quantity a slab in a uniform field returns, so the link to \(\alpha^{hs}\) rests on the first derivation. The point was tested with an off-diagonal kernel coupling the outer sheets: the double sum reproduces the solution of the coupled sheet equations at reduced \(k\), and the diagonal sum alone does not. The identity contains the unknown field, and its error was estimated by order of magnitude.

The admittance flow closes because \(F''/F\) at a depth depends on that depth alone, which excludes a nonlocal kernel. In return it gives the next order explicitly, shows that this order involves the depth distribution \(\Delta\mu\) and the isotropic part \(\sigma_x+\sigma_y\), neither of which is contained in the difference of total slab polarizabilities, and supplies a recursion that needs no expansion.

### Real and imaginary parts

Write \(\Delta=\Delta_1+i\Delta_2\), \(\varepsilon_b=\varepsilon_1+i\varepsilon_2\), and \(1/\chi=\chi^*/|\chi|^2=A-iB\), so that \(A=(\varepsilon_1-1)/|\chi|^2\) and \(B=\varepsilon_2/|\chi|^2\). The imaginary part of \((\Delta_1+i\Delta_2)(A-iB)\) gives
\[ \frac{\Delta R}{R}=4k\left(A\Delta_2-B\Delta_1\right). \]
Where the bulk is transparent, \(B\to0\) and the signal is the anisotropic surface absorption divided by \(\varepsilon_1-1\). Where the bulk absorbs, \(r_0\) is complex, and the refractive part \(\Delta_1\) changes the modulus of \(r\) as well.

At 2.3 eV, \(\chi=7.9262+0.1784i\), \(|\chi|^2=62.86\), \(A=0.12610\) and \(B=0.00284\); \(B\) is the tail of a broadening of 0.05 eV. With \(\hbar c=1973.27\) eV Å, \(4k=4\times2.3/1973.27=0.004662\) Å\(^{-1}\). For \(\Delta=(14.94+25.06i)\) Å, or \((28.22+47.36i)\) bohr, the terms are \(0.004662\times0.12610\times25.06=0.01473\) and \(-0.004662\times0.00284\times14.94=-0.00020\). The formula gives 0.01454 from unrounded terms, and the full solution 0.01451.

At 4.2 eV, \(|\chi|^2=10.2826^2+13.3177^2=283.1\), \(A=0.03632\), \(B=0.04704\) and \(4k=0.008514\) Å\(^{-1}\). For \(\Delta=(-47.70-4.47i)\) Å, or \((-90.14-8.44i)\) bohr, the absorptive term is \(0.008514\times0.03632\times(-4.47)=-0.00138\) and the refractive term is \(0.008514\times0.04704\times47.70=0.0191\). The formula gives 0.01772 and the full solution 0.01729. The difference is 2.5% of the latter, of the order of \(k|n|a=0.002128\times4.18\times3=0.027\), with \(|n|=|\varepsilon_b|^{1/2}=4.18\). This estimate fixes the scale and not the value: at 2.3 eV the difference is about 0.2% while \(k|n|a\approx0.010\). The positive signal at the saddle point is the product of bulk absorption and surface refraction.

A numerator that is a real multiple of the denominator, \(\Delta=\ell\chi\), gives \(\Delta r/r=-2ik\ell\) and no \(\Delta R/R\) at leading order. It is a slice of bulk matter of thickness \(\ell\) added for one polarization, which shortens the path of the reflected wave by \(2\ell\) and alters its phase. This was tested in the full solution at reduced \(k\) by strengthening the outer sheet by \(a\chi/2\).

## Bulk critical points in the spectrum

The first half supplies the following. With \(k=\omega/c\), \(\chi=\varepsilon_b-1=1/(A-iB)\), \(n^2=\varepsilon_b\), and \(\Delta=\sigma_x-\sigma_y=4\pi(\alpha^{hs}_{xx}-\alpha^{hs}_{yy})\) the anisotropy of the excess surface polarizability, the leading-order results are \(\Delta r/r=-2ikX\) and \(\Delta R/R=4k\operatorname{Im}X\) with \(X=\Delta/\chi\). For a local profile the relative correction to \(\Delta r/r\) is \(ikn[2\Delta\mu/\Delta+(\sigma_x+\sigma_y)/\chi]\), with \(\mu\) the first moment of the excess. A real multiple of \(\chi\) in \(\Delta\) gives no \(\Delta R/R\). The full solution is the recursion for sheets of strength \(s_l\) and spacing \(a\).

A bulk critical point is a singularity of \(\chi(\omega)\), so it appears in \(1/\chi\). Whether it appears in \(\Delta\) too depends on the surface, and a model in which both can be derived settles how the two combine.

### The model

The lattice is simple cubic with \(a=3\) Å. Each site has a filled valence orbital at zero energy with no hopping, and conduction orbitals \(c_x,c_y,c_z\) that each form the band \(E_{\mathbf q}=E_0-2t(\cos q_x+\cos q_y+\cos q_z)\), \(\mathbf q\) being the wavevector times \(a\), with \(E_0=5\) eV and \(t=0.4\) eV. Light along \(x\) couples the valence orbital to \(c_x\) on the same site with dipole length \(d=1\) Å, and likewise for \(y\). In the top layer the level of \(c_x\) is shifted by \(\delta=-1.2\) eV and that of \(c_y\) is not. These are round model parameters. The particles are independent: excitons and local fields are left out.

Let the field at site \(j\) be \(Fe^{-i\zeta T}+\text{c.c.}\), with time \(T\) and \(\zeta=\omega+i\eta\); the switching rate \(\eta\) serves as broadening. The hole stays at \(j\), and to first order the electron amplitude obeys \(i\partial_T|\phi\rangle=H|\phi\rangle-dF(T)|c_j\rangle\), with \(H\) the conduction Hamiltonian. The driven solution is \(|\phi\rangle=d[Fe^{-i\zeta T}(H-\zeta)^{-1}+F^*e^{i\zeta^*T}(H+\zeta^*)^{-1}]|c_j\rangle\). The dipole is \(d\langle c_j|\phi\rangle+\text{c.c.}\), on the same site because the electron must refill the hole. Its part proportional to \(Fe^{-i\zeta T}\) takes the first term directly and the second through the conjugate. With two spins the site polarizability is \(2d^2\langle c_j|(H-\zeta)^{-1}+(H+\zeta)^{-1}|c_j\rangle\). The response is local in the layer index, and in the bulk, with one site per volume \(a^3\),
\[ \chi=S\left\langle\frac1{E_{\mathbf q}-\zeta}+\frac1{E_{\mathbf q}+\zeta}\right\rangle_{\mathbf q},\qquad S=\frac{8\pi d^2}{a^3}, \]
where the brackets average over the zone. With \(e^2=14.3996\) eV Å restored, \(S=8\pi\times14.3996/27=13.404\) eV. In a slab \(H=E_0+e_\parallel+h\), where \(e_\parallel=-2t(\cos q_x+\cos q_y)\) and \(h\) is a chain of \(N\) sites with hopping \(-t\) and shifted end levels. The sheet strength \(s_l\) is \(Sa\) times the diagonal element on layer \(l\), averaged over \(q_x,q_y\), and the sum over layers is a trace over the chain.

Two derivations have given the leading-order anisotropy formula with its denominator \(\varepsilon_b-1\), and a model has been set up that supplies both the bulk \(\chi\) and the sheet strengths of the slab. It remains to find how a bulk critical point enters \(\chi\) and \(\Delta\), how the two combine in the reflectance, and where the result fails.
